# Composition modulation from unequal surface transport in alloy film growth

Let an alloy of species A and B grow with 40% B, and suppose that A atoms stay where they land while B atoms drift along the surface. In some unit of time the beam delivers 0.60 of A and 0.40 of B to every place. Let drift add another 0.01 of B at a crest. The material built in there contains \(0.41/1.01=0.4059\) of B, an excess of 0.0059. The excess is smaller than 0.01 because the extra B also makes the deposit thicker; to first order it is \((1-0.4)\times0.01\). If the beam is twice as strong and the drift brings the same amount per unit time, the added share is halved, and so, to first order, is the excess. If atoms below the surface cannot move, the excess remains in the film.

For the general case, let the surface height be \(h(x,t)\), uniform along \(y\), with slopes small enough that distance along the surface may be replaced by \(x\). Both species are given the same atomic volume \(\Omega\), so amounts can be counted as volumes. The beams deliver \(F_A\) and \(F_B\), volumes per area and time. The surface fluxes \(J_A\) and \(J_B\) are volumes per length and time, positive towards \(+x\). Nothing evaporates. The mean growth rate and mean B fraction are

\[
V=F_A+F_B,\qquad c_0=\frac{F_B}{V}.
\]

Atoms move within a surface layer of constant thickness \(\delta\) and B fraction \(c_s\). Below it the bulk is frozen: its composition \(c_b(x,z)\) does not depend on time. The amount of B in a column is

\[
N_B=\int_0^{h-\delta}c_b(x,z)\,dz+\delta c_s .
\]

When this is differentiated in time, the integrand contributes nothing, because the bulk is frozen, and the moving upper limit contributes \(c\,h_t\), where \(c=c_b(x,h-\delta)\) is the fraction being incorporated. The column gains B from the beam and loses it by flux divergence. The two species balances are therefore

\[
\delta\,\partial_t c_s+c\,h_t=F_B-\partial_xJ_B,
\]
\[
-\delta\,\partial_t c_s+(1-c)h_t=F_A-\partial_xJ_A .
\]

The minus sign in the second line appears because the A fraction of the layer is \(1-c_s\). Adding the lines cancels the storage terms:

\[
h_t=V-\partial_x(J_A+J_B).
\]

Suppose first that the layer composition changes so slowly that storage is negligible. Dividing the B balance by \(h_t\) gives

\[
c=\frac{F_B-\partial_xJ_B}{V-\partial_xJ_A-\partial_xJ_B}.
\]

This requires \(h_t>0\) everywhere. Where the surface recedes, it uncovers material deposited earlier, and the composition released there depends on that history.

Now let the surface carry a ripple \(a\cos kx\) on its mean height, and write

\[
\partial_xJ_i=\mathcal D_i\cos kx,\qquad c=c_0+c'\cos kx .
\]

A positive \(\mathcal D_i\) means that species \(i\) leaves the crests. The B balance becomes

\[
(c_0+c'\cos kx)\left[V-(\mathcal D_A+\mathcal D_B)\cos kx\right]
=c_0V-\mathcal D_B\cos kx .
\]

The terms without a cosine cancel. The product of \(c'\) with \(\mathcal D_A+\mathcal D_B\) is of second order and is dropped. The coefficients of \(\cos kx\) then give

\[
Vc'-c_0(\mathcal D_A+\mathcal D_B)=-\mathcal D_B,
\]

and hence

\[
c'=\frac{c_0\mathcal D_A-(1-c_0)\mathcal D_B}{V}
=\frac{c_0(1-c_0)}{V}\left[\frac{\mathcal D_A}{1-c_0}-\frac{\mathcal D_B}{c_0}\right].
\]

At given flux divergences the modulation is inversely proportional to the deposition rate. The bracket shows which inequality matters: each divergence must be weighed by the share of its species. If \(\mathcal D_A/(1-c_0)=\mathcal D_B/c_0\), transport removes or adds alloy of the mean composition, and no modulation results even though the two divergences may differ. If instead \(\mathcal D_A=\mathcal D_B=\mathcal D\), then \(c'=(2c_0-1)\mathcal D/V\), which vanishes at \(c_0=1/2\) but not at other compositions. In the opening example \(\mathcal D_A=0\) and \(\mathcal D_B=-0.01V\), which gives \(c'=0.006\).

The divergences are not free parameters, because a composition modulation itself drives diffusion. To include this, take the layer and the incorporated material to have the same composition, \(c_s=c\). The layer holds a volume \(\delta c_i\) of species \(i\) per area, with \(c_B=c\) and \(c_A=1-c\). With surface diffusivity \(D_i\), the Einstein relation gives a drift velocity \(-(D_i/k_BT)\,\partial_x\mu_i\), so

\[
J_i=-\frac{\delta D_ic_i}{k_BT}\,\partial_x\mu_i .
\]

On the flat film \(\mu_i\) is uniform, so a variation of the prefactor multiplies zero at first order. If the first-order change of \(\mu_i\) is \(\hat\mu_i\cos kx\), two derivatives give

\[
\mathcal D_i=\frac{k^2\delta D_i\bar c_i}{k_BT}\,\hat\mu_i,\qquad
\bar c_A=1-c_0,\quad \bar c_B=c_0 .
\]

Let \(P_i\) be the change of \(\mu_i\) per unit ripple amplitude at fixed composition. Ideal mixing adds \(k_BT\ln c\) to \(\mu_B\) and \(k_BT\ln(1-c)\) to \(\mu_A\). Linearised, these give

\[
\hat\mu_A=P_Aa-\frac{k_BT}{1-c_0}c',\qquad
\hat\mu_B=P_Ba+\frac{k_BT}{c_0}c',
\]

and therefore

\[
\mathcal D_A=k^2\delta D_A\left[\frac{(1-c_0)P_Aa}{k_BT}-c'\right],
\]
\[
\mathcal D_B=k^2\delta D_B\left[\frac{c_0P_Ba}{k_BT}+c'\right].
\]

Insert both into \(Vc'=c_0\mathcal D_A-(1-c_0)\mathcal D_B\). The terms in \(a\) share the factor \(c_0(1-c_0)\), and the terms in \(c'\) all carry a minus sign. Moving the latter to the left gives

\[
c'=\frac{Ga}{V+V^*},\qquad
G=\frac{k^2\delta c_0(1-c_0)}{k_BT}(D_AP_A-D_BP_B),
\]
\[
V^*=k^2\delta\left[c_0D_A+(1-c_0)D_B\right].
\]

The speed \(V^*\) measures how fast surface interdiffusion smooths the composition. Burial competes with it. Since \(\ln|c'|\) contains \(-\ln(V+V^*)\), at fixed ripple amplitude and diffusivities

\[
\frac{d\ln|c'|}{d\ln V}=-\frac{V}{V+V^*}.
\]

For \(V\gg V^*\) atoms are buried before the composition gradient can act back, and \(c'\simeq Ga/V\). For \(V\ll V^*\) the modulation saturates at \(Ga/V^*\). If B is also much the faster species, with \(|D_BP_B|\gg|D_AP_A|\), this limit is \(-c_0P_Ba/k_BT\). That is the value at which \(\hat\mu_B=0\): the mobile species has levelled its own chemical potential. The balance \(Vc'=c_0\mathcal D_A-(1-c_0)\mathcal D_B\) still holds in this regime, but its right side, the weighted difference of the divergences, now falls along with \(V\). Unless \(G=0\), only in the limit \(V\to0\) does the remaining transport carry alloy of the mean composition; if B is much the faster species, this takes rates far below \(V^*\), and until then mostly B is moved.

The storage term can now be restored. Linearising \(\delta\,\partial_tc+c\,h_t=F_B-\partial_xJ_B\) as before gives

\[
\delta\,\frac{dc'}{dt}=Ga-(V+V^*)c' .
\]

The composition follows the ripple after a time \(\delta/(V+V^*)\). If both grow as \(e^{st}\), the left side is \(\delta sc'\), and \(V+V^*\) is replaced by \(V+V^*+\delta s\).

The drives \(P_i\) remain to be found. The first contribution is capillary. With an isotropic surface energy \(\gamma\) that does not depend on composition, the energy per length along \(y\) is \(\gamma\int(1+h_x^2/2)\,dx\) at small slope. Its variation with respect to \(h\) is \(-\gamma h_{xx}\), which has amplitude \(\gamma k^2a\). Adding an atom of either species therefore costs \(\Omega\gamma k^2a\) more at a crest than on the flat film.

The second contribution is elastic. Let A match the substrate lattice, and let pure B be larger by a linear fraction \(\eta\). A coherent flat film is squeezed by the strain \(-\eta c_0\) in both in-plane directions, so with Young modulus \(E\) and Poisson ratio \(\nu\) its stress is

\[
\sigma_0=-\frac{E\eta c_0}{1-\nu}.
\]

Film and substrate are taken as isotropic with equal elastic constants, their interface is flat, and the troughs do not reach the substrate. Let \(\sigma_{ij}\) now denote the stress change due to the ripple. No force acts on the rippled surface, whose normal is tilted by \(-h_x\). To first order this requires, at \(z=0\),

\[
\sigma_{xz}=\sigma_0h_x=-\sigma_0ka\sin kx,\qquad \sigma_{zz}=0 .
\]

Equilibrium is satisfied by a stress function \(\phi\) with \(\sigma_{xx}=\phi_{zz}\), \(\sigma_{zz}=\phi_{xx}\) and \(\sigma_{xz}=-\phi_{xz}\), and compatibility of the strains requires \(\nabla^4\phi=0\). Solutions that decay into the solid, \(z<0\), are \((\alpha+\beta z)e^{kz}\cos kx\). The condition on \(\sigma_{zz}\) gives \(\alpha=0\). At the surface \(\sigma_{xz}=\beta k\sin kx\), so \(\beta=-\sigma_0a\). Since the second derivative of \(ze^{kz}\) at \(z=0\) is \(2k\),

\[
\sigma_{xx}(z=0)=-2\sigma_0ka\cos kx .
\]

A compressed film is thus relieved at its crests. The ripple is uniform along \(y\), so the added strain there is zero and \(\sigma_{yy}=\nu\sigma_{xx}\). The surface strain along \(x\) is \((1-\nu^2)\sigma_{xx}/E\), with amplitude

\[
e_1=2(1+\nu)\eta c_0ka .
\]

To find what this strain does to each species, consider a thin layer of \(N_A\) and \(N_B\) atoms attached to a surface strained by \(e\) along \(x\) relative to the substrate lattice. Its elastic strains are \(e-\eta c\) and \(-\eta c\), and with no stress normal to the surface its energy density is

\[
w=\frac{E}{2(1-\nu^2)}\left[e^2-2(1+\nu)e\eta c+2(1+\nu)\eta^2c^2\right].
\]

The term linear in \(e\) is \(-E\eta ce/(1-\nu)\). Multiplied by the layer volume \(\Omega(N_A+N_B)\), with \(c(N_A+N_B)=N_B\), it becomes

\[
W_1=-\frac{\Omega E\eta e}{1-\nu}\,N_B .
\]

The displacements of the body below may be held fixed in this step: they already minimise the energy, so their readjustment matters at second order in the added volume. The derivative of \(W_1\) with respect to \(N_A\) is zero. An A atom, matched to the substrate, gains nothing at first order from the relief at a crest, whereas a B atom does. With \(e=e_1\),

\[
P_A=\Omega\gamma k^2,\qquad
P_B=\Omega\left[\gamma k^2-\frac{2E\eta^2c_0k(1+\nu)}{1-\nu}\right].
\]

Hence \(P_A\neq P_B\), and a modulation arises even for equal diffusivities. Unequal diffusivities alone would also suffice.

As an example take a coherent film of silicon with 40% germanium on silicon, so that A is Si and B is Ge. The inputs are rough values for molecular-beam growth: \(T=820\) K, \(k_BT=70.66\) meV, \(V=0.1\) nm/s, \(\delta=0.14\) nm, \(\Omega=0.02\) nm³, \(\gamma=1.2\) J/m², \(E=130\) GPa, \(\nu=0.28\) and \(\eta=0.04\). The effective diffusivities are set to \(D_A=0.3\) and \(D_B=10\) nm²/s; they are the least certain inputs. The film is 5 nm thick and already carries a ripple of wavelength 60 nm and amplitude 1 nm, so \(k=0.1047\) nm⁻¹.

The mean stress is \(-2.9\) GPa. The capillary drive is 1.643 meV/nm and the elastic drive on Ge is \(-3.867\) meV/nm, so

\[
P_A=1.643,\qquad P_B=1.643-3.867=-2.224\ \text{meV/nm}.
\]

Ge is drawn to the crests, while capillarity pushes Si away from them. With \(k^2\delta=1.535\times10^{-3}\) nm⁻¹, the crossover speed is

\[
V^*=1.535\times10^{-3}\,(0.4\times0.3+0.6\times10)=0.0094\ \text{nm/s}.
\]

The combination \(D_AP_A-D_BP_B\) is \(0.49+22.24=22.7\) meV nm/s, which gives \(G=1.186\times10^{-4}\) s⁻¹ and

\[
c'=\frac{1.186\times10^{-4}}{0.1+0.0094}=1.08\times10^{-3},
\]

or 0.11 at.% Ge, richer at the crests. The same number follows from the divergences, \(\mathcal D_A=5.9\times10^{-6}\) and \(\mathcal D_B=-1.767\times10^{-4}\) nm/s: the numerator \(0.4\mathcal D_A-0.6\mathcal D_B\) is \(1.08\times10^{-4}\) nm/s. Both divergences are far below \(V\), so the surface advances everywhere.

With the ripple amplitude, temperature and diffusivities held fixed, \(c'\) is \(1.17\times10^{-4}\) at 1 nm/s, \(1.08\times10^{-3}\) at 0.1 nm/s and \(6.1\times10^{-3}\) at 0.01 nm/s. The first tenfold slowing raises it by a factor of 9.2, the second by 5.6. At 0.003 nm/s the formula \(Ga/V\) would give 0.040, whereas the full result is 0.0096, about three quarters of the slow limit of 0.0126. At the reference rate the logarithmic slope is \(-0.91\). These numbers describe the model: on a real surface the beam supplies part of the mobile atoms, so the effective diffusivities can themselves depend on \(V\), and the measured dependence on rate may differ.

The sign depends on wavelength. Capillarity grows as \(k^2\) and the elastic drive as \(k\), and their ratio at 60 nm is \(1.643/3.867\). They cancel in \(P_B\) at a wavelength of \(60\times1.643/3.867\approx25\) nm. Well below this length Ge too is pushed off the crests, and since it is the faster species, the crests become poor in Ge.

The ripple itself grows at the rate \(s=-(\mathcal D_A+\mathcal D_B)/a=1.7\times10^{-4}\) s⁻¹. Depositing 5 nm takes 50 s, during which the amplitude rises by less than 1%. Treating the ripple as fixed is therefore consistent at this rate (at 0.003 nm/s the rise would be about 8%), but growth under these conditions does not explain its origin: it is an input. It is taken to lie above a flat interface, as in the elastic calculation; a ripple inherited from the substrate would add the elastic field of a rippled interface, which is left out here. Storage changes the denominator by the fraction \(\delta s/(V+V^*)=2\times10^{-4}\). A comparison of films of equal thickness grown at different rates is another matter: the slower film also gives its ripple more time to change.

A real Si-Ge surface departs from the model in ways that move the result by very different amounts. For the amplitude of \(\cos kx\), the relative error from assuming small slopes is of order \((ka)^2=0.011\); for this example it comes to about 2%. A finite ripple also adds a \(\cos2kx\) part to the composition. In the surface strain this part is smaller by a factor of order \(ka\), but diffusion over half the wavelength is four times as effective and capillarity does not oppose it at this order, so here it can reach some tenths of \(c'\). With a bulk diffusivity of \(10^{-5}\) nm²/s, taken as a rough ceiling, lateral diffusion during 50 s would erase a fraction \(1-e^{-k^2Dt}\approx5\times10^{-6}\) of the modulation, so the frozen bulk is a good assumption. The modulation also stresses the film. If the layer is clamped laterally, the term \(E\eta^2c^2/(1-\nu)\) in \(w\) strengthens the mixing terms by the fraction \(2\Omega E\eta^2c_0(1-c_0)/[(1-\nu)k_BT]=0.245\). Taken alone, this would raise \(V^*\) and lower \(c'\) by 2% at 0.1 nm/s and by 16% at 0.003 nm/s. Modulations already buried, however, stretch the surface where it is rich in Ge, and if the modulation extends through the whole 5 nm this cancels most of the effect. A modulated depth of 2 nm cancels less than half of it, and one of 20 nm reverses its sign.

Elastic anisotropy matters more. Silicon is stiffer in shear than an isotropic solid with these values of \(E\) and \(\nu\). With its cubic elastic constants the surface strain falls by roughly 15% for a ripple whose wave vector lies along [100] and by roughly 20% along [110]. Because capillarity opposes the elastic drive, \(G\) then drops to between 0.6 and 0.8 of its value. A film with 40% Ge is also softer than silicon, which lowers this factor further, to roughly 0.4 to 0.6.

The capillary drive is uncertain too. On a crystal surface \(\gamma\) is replaced in it by the surface stiffness, which is \(\gamma\) plus its second derivative with respect to orientation and can differ greatly from \(\gamma\) near a facet. With the other inputs of the example unchanged, a stiffness of 2.4 J/m² would leave only 0.30 of \(G\), and above about 2.9 J/m² the crests would become poor in Ge.

Dislocations also weaken the elastic drive. Suppose they relax a tenth of the misfit and stretch the film uniformly by \(e_0=0.1\,\eta c_0\) in both directions. The surface strain falls by a tenth, and the factor \(-\eta\) in the elastic term for Ge becomes \(e_0-\eta\), while Si acquires a small term proportional to \(e_0\). Because capillarity opposes what remains of the drive on Ge, \(G\) drops to 0.77 of its value. In a film of only 5 nm the stretch would not be uniform: if each dislocation relieves 0.19 nm of misfit, they lie about 120 nm apart, and each acts mainly on a strip a few film thicknesses wide. The factor is then only a rough guide.

The assumption \(c_s=c\) is weaker still, since Ge tends to segregate to the surface. With an assumed segregation energy of 0.2 eV, equilibrium multiplies the ratio of Ge to Si in the layer by \(e^{0.2\,\mathrm{eV}/k_BT}\), and the layer becomes 92% Ge. Replacing \(\bar c_i\) in the fluxes by these layer fractions, with the same \(P_i\), multiplies \(G\) by 2.25. This estimate applies to fast growth, where the feedback in \(V^*\) matters little. Finally, an error of 0.1 eV in a diffusion barrier changes that diffusivity by a factor of 4.1 at 820 K. For Ge this shifts \(c'\) by nearly as much when \(V\gg V^*\), and by less near the crossover, because \(V^*\) changes too. The value of 0.11 at.% therefore illustrates the stated inputs; in a real film the modulation may differ from it by an order of magnitude or more, and on a sufficiently stiff surface even in sign. Barriers 0.2 eV higher for both species would lower it about sixteenfold, while faster diffusion of both could raise it at most to the slow limit, about twelve times higher. The species balance over a frozen bulk does not depend on these choices; they enter through the fluxes supplied to it.
